# Midpoint Time-Reversal Propagation and Its Energy Error: a program that tests the result

```python
"""
Result under test: a self-consistent midpoint step that enforces time reversal
has an energy error of second order in the time step, given by a closed defect
law, yet retraces its path at each tested step when ALL velocities are reversed.

Model: 14 spin-paired electrons in a periodic cube with uniform background,
local-density exchange, and one classical proton moving along x.
Internal units: Rydberg atomic units (hbar = 1, electron mass = 1/2, e^2 = 2).
c: plane-wave coefficients (plane wave, orbital); R, P: proton position, momentum
n: electron density; dt: time step; a "state" is the tuple (c, R, P).
"""
import numpy as np
from scipy import constants as const
from scipy import fft as sfft
from scipy.integrate import trapezoid
from scipy.linalg import eigh

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
RY_EV = const.physical_constants["Rydberg constant times hc in eV"][0]
TIME_AS = const.hbar / (RY_EV * const.e) * 1e18
PROTON_MASS = const.m_p / (2 * const.m_e)

# Chosen inputs in laboratory units
electrons, density_nm3 = 14, 200.0
proton_kev, smear_nm, cutoff_ev = 40.0, 0.03, 170.0
travel_as, steps_as = 96, (8, 4, 2)

orbitals = electrons // 2
side = (electrons / density_nm3) ** (1 / 3) / BOHR_NM
volume = side ** 3
smear = smear_nm / BOHR_NM
N = 16
N3 = N ** 3

# Plane waves and Fourier-space kernels
line = np.rint(np.fft.fftfreq(N, 1 / N)).astype(int)
mx, my, mz = np.meshgrid(line, line, line, indexing="ij")
G2 = (2 * np.pi / side) ** 2 * (mx ** 2 + my ** 2 + mz ** 2)
Gx = 2 * np.pi / side * mx
waves = np.flatnonzero(G2.ravel() <= cutoff_ev / RY_EV)
kin = G2.ravel()[waves]
triples = np.stack([m.ravel()[waves] for m in (mx, my, mz)], axis=1)


def flat_index(m):
    m = m % N
    return (m[..., 0] * N + m[..., 1]) * N + m[..., 2]


table = flat_index(triples[:, None, :] - triples[None, :, :])
lookup = np.full(N3, -1)
lookup[waves] = np.arange(len(waves))
opposite = lookup[flat_index(-triples)]
assert opposite.min() >= 0
diagonal = np.arange(len(waves))

inside = (G2 > 0) & (abs(mx) < N // 2) & (abs(my) < N // 2) & (abs(mz) < N // 2)
coulomb = np.where(inside, 8 * np.pi / np.where(G2 > 0, G2, 1.0), 0.0)
ion_kernel = -coulomb / volume * np.exp(-G2 * smear ** 2 / 4)
AX = (3 / np.pi) ** (1 / 3)


def ion(R, order=0):
    """Fourier components of the order-th R derivative of the proton potential."""
    return ion_kernel * (-1j * Gx) ** order * np.exp(-1j * Gx * R)


def fourier(f):
    return sfft.fftn(f) / N3


def pair(field_G, n_G):
    """Integral over the cell of a real field times a density."""
    return volume * np.sum(np.conj(n_G) * field_G).real


def density(c):
    box = np.zeros((orbitals, N3), dtype=complex)
    box[:, waves] = c.T
    psi = sfft.ifftn(box.reshape(orbitals, N, N, N), axes=(1, 2, 3)) * N3
    return 2 * np.sum(psi.real ** 2 + psi.imag ** 2, axis=0) / volume


def hamiltonian(n, R):
    v_G = ion(R) + coulomb * fourier(n) + fourier(-2 * AX * np.cbrt(n))
    h = v_G.ravel()[table]
    h[diagonal, diagonal] += kin
    return h


def electronic_energy(c, R):
    n = density(c)
    n_G = fourier(n)
    kinetic = 2 * np.sum(kin[:, None] * abs(c) ** 2)
    exchange = volume * np.mean(-1.5 * AX * n ** (4 / 3))
    return kinetic + pair(ion(R), n_G) + 0.5 * pair(coulomb * n_G, n_G) + exchange


def total_energy(state):
    c, R, P = state
    return electronic_energy(c, R) + P ** 2 / (2 * PROTON_MASS)


def exponential(h, c, dt):
    """exp(-i dt h) c by its power series, summed to rounding level."""
    result, term = c.copy(), c
    for order in range(1, 80):
        term = (-1j * dt / order) * (h @ term)
        result = result + term
        if np.linalg.norm(term) < 1e-16:
            return result
    raise AssertionError("power series did not converge")


iteration_log = []


def step(state, dt, self_consistent=True):
    c, R, P = state
    n_start = density(c)
    n_mid, R_mid = n_start, R + dt * P / (2 * PROTON_MASS)
    for iteration in range(1, 41):
        force = -pair(ion(R_mid, 1), fourier(n_mid))
        c_new = exponential(hamiltonian(n_mid, R_mid), c, dt)
        P_new = P + dt * force
        R_new = R + dt * (P + P_new) / (2 * PROTON_MASS)
        if not self_consistent:
            return c_new, R_new, P_new
        n_next = 0.5 * (n_start + density(c_new))
        R_next = 0.5 * (R + R_new)
        change = np.max(abs(n_next - n_mid)) * volume / electrons
        change += abs(R_next - R_mid)
        n_mid, R_mid = n_next, R_next
        if change < 1e-12:
            iteration_log.append(iteration)
            return c_new, R_new, P_new
    raise AssertionError("midpoint iteration did not converge")


def predicted_defect(old, new):
    """Leading energy error of one step from the derived defect law."""
    n0, n1 = density(old[0]), density(new[0])
    n_mid, dn = 0.5 * (n0 + n1), n1 - n0
    R_mid, dR = 0.5 * (old[1] + new[1]), new[1] - old[1]
    third = 4 / 9 * AX * n_mid ** (-5 / 3)
    return (dR ** 2 / 8 * pair(ion(R_mid, 2), fourier(dn))
            + dR ** 3 / 24 * pair(ion(R_mid, 3), fourier(n_mid))
            + volume * np.mean(third * dn ** 3) / 24)


def travel(state, dt, count, self_consistent=True):
    energies, predicted = [total_energy(state)], [0.0]
    for _ in range(count):
        new = step(state, dt, self_consistent)
        predicted.append(predicted[-1] + predicted_defect(state, new))
        state = new
        energies.append(total_energy(state))
    return state, np.array(energies), np.array(predicted)


def reverse(state):
    """Reverse electrons (complex conjugate in real space) and proton."""
    c, R, P = state
    return np.conj(c[opposite]), R, -P


# Static ground state with the proton at the origin (real by inversion symmetry)
n = np.full((N, N, N), electrons / volume)
for _ in range(250):
    levels, vectors = eigh(hamiltonian(n, 0.0).real, subset_by_index=[0, orbitals])
    ground = vectors[:, :orbitals].astype(complex)
    residual = density(ground) - n
    if np.max(abs(residual)) * volume / electrons < 1e-9:
        break
    n = n + 0.4 * residual
else:
    raise AssertionError("ground state did not converge")
gap = levels[orbitals] - levels[orbitals - 1]
assert gap > 0.01

# Hamiltonian and force against finite differences of the energy
rng = np.random.default_rng(4)
shape = ground.shape
trial = ground + 0.01 * (rng.normal(size=shape) + 1j * rng.normal(size=shape))
shift = 0.01 * (rng.normal(size=shape) + 1j * rng.normal(size=shape))
h_fd, R_test = 1e-3, 0.7
slope = (electronic_energy(trial + h_fd * shift, R_test)
         - electronic_energy(trial - h_fd * shift, R_test)) / (2 * h_fd)
n_trial = density(trial)
formula = 4 * np.sum(np.conj(shift) * (hamiltonian(n_trial, R_test) @ trial)).real
assert abs(slope - formula) < 1e-5 * max(1.0, abs(formula))
slope_R = (electronic_energy(trial, R_test + h_fd)
           - electronic_energy(trial, R_test - h_fd)) / (2 * h_fd)
assert abs(slope_R - pair(ion(R_test, 1), fourier(n_trial))) < 1e-5

# Forward motion, complete reversal and return at three time steps
P_start = np.sqrt(2 * PROTON_MASS * proton_kev * 1e3 / RY_EV)
speed = P_start / PROTON_MASS
start = (ground, 0.0, P_start)
runs = {}
for dt_as in steps_as:
    dt, count = dt_as / TIME_AS, travel_as // dt_as
    iteration_log.clear()
    turn, e_out, law = travel(start, dt, count)
    back, e_back, _ = travel(reverse(turn), dt, count)
    home = reverse(back)
    runs[dt_as] = dict(
        turn=turn, error=e_out - e_out[0], law=law,
        loss=(P_start ** 2 - turn[2] ** 2) / (2 * PROTON_MASS),
        state_error=np.linalg.norm(home[0] - ground),
        place_error=abs(home[1]), energy_return=abs(e_back[-1] - e_out[0]),
        mirror=np.max(abs(e_back[::-1] - e_out)),
        iterations=np.mean(iteration_log))
    assert runs[dt_as]["state_error"] < 1e-8
    assert runs[dt_as]["place_error"] < 1e-8
    assert runs[dt_as]["mirror"] < 1e-8
    overlap = np.conj(turn[0].T) @ turn[0]
    assert np.max(abs(overlap - np.eye(orbitals))) < 1e-10

# Defect law and order of the method
fine = runs[2]
law_mismatch = np.max(abs(fine["law"] - fine["error"])) / np.max(abs(fine["error"]))
assert law_mismatch < 0.05
energy_ratio = np.max(abs(runs[4]["error"])) / np.max(abs(fine["error"][::2]))
assert 3.2 < energy_ratio < 4.8
n8, n4, n2 = (density(runs[d]["turn"][0]) for d in steps_as)
density_ratio = np.linalg.norm(n8 - n4) / np.linalg.norm(n4 - n2)
# The 8 as step is not fully in the asymptotic range, hence the wider window.
assert 3.0 < density_ratio < 6.0

# Controls at 4 as: reverse only the proton; freeze the density in each step
dt, count = 4 / TIME_AS, travel_as // 4
c_turn, R_turn, P_turn = runs[4]["turn"]
half_reversed, _, _ = travel((c_turn, R_turn, -P_turn), dt, count)
ground_energy = electronic_energy(ground, 0.0)
left_over = electronic_energy(half_reversed[0], half_reversed[1]) - ground_energy
assert left_over * RY_EV > 0.1
frozen_turn, frozen_out, _ = travel(start, dt, count, False)
frozen_back, frozen_return, _ = travel(reverse(frozen_turn), dt, count, False)
frozen_state_error = np.linalg.norm(reverse(frozen_back)[0] - ground)
assert frozen_state_error > 1e3 * runs[4]["state_error"]

# Infinite electron gas in linear response (Lindhard dielectric function)
n_mean = electrons / volume
kF = (3 * np.pi ** 2 * n_mean) ** (1 / 3)
damping = 0.02


def loss_function(k, w):
    z, u = k / (2 * kF), (w + 1j * damping) / (2 * k * kF)
    f = 0.5 + ((1 - (z - u) ** 2) * np.log((z - u + 1) / (z - u - 1))
               + (1 - (z + u) ** 2) * np.log((z + u + 1) / (z + u - 1))) / (8 * z)
    return (-1 / (1 + f / (np.pi * kF * z ** 2))).imag


w = np.linspace(0, 40, 40001)
sum_rule = trapezoid(w * loss_function(1.0, w), w)
assert abs(sum_rule / (8 * np.pi ** 2 * n_mean) - 1) < 0.01
k = np.geomspace(0.05, 1.2 * (speed + 2 * kF), 250)
fraction = np.linspace(0, 1, 2001)
w2 = k[:, None] * speed * fraction[None, :]
inner = trapezoid(w2 * loss_function(k[:, None], w2), fraction, axis=1) * k * speed
prefactor = 4 / (np.pi * speed ** 2)
gas_point = prefactor * trapezoid(inner, np.log(k))
gas_smeared = prefactor * trapezoid(inner * np.exp(-k ** 2 * smear ** 2 / 2), np.log(k))


# Binary encounters: loss per unit density on electrons of momentum p
def binary_loss(p, minimum):
    T = np.linspace(minimum, speed * (speed + 2 * p), 20001)
    p_after = np.sqrt(p ** 2 + T)
    q_low = np.maximum(T / speed, p_after - p)
    q_high = np.maximum(p_after + p, q_low)
    rate = 16 * np.pi / (3 * speed ** 2 * 2 * p) * (q_low ** -3 - q_high ** -3)
    return trapezoid(T * rate, T)


rutherford = 16 * np.pi / speed ** 2 * np.log(10)
assert abs(binary_loss(0.01 * speed, 0.1 * speed ** 2) / rutherford - 1) < 0.01
shell_ev = 100.0  # rough silicon L-shell binding energy
shell = shell_ev / RY_EV
atom_density = n_mean / 4
core_loss = 8 * atom_density * binary_loss(np.sqrt(shell), shell)

# Screened Rutherford scattering on silicon nuclei (mass number 28, charge 14)
M_si = 28 * const.atomic_mass / (2 * const.m_e)
reduced = M_si * PROTON_MASS / (M_si + PROTON_MASS)
screen = 0.8853 / 14 ** (1 / 3)
closest = 14 * 2 / (reduced * speed ** 2)
nuclear_loss = (4 * np.pi * 14 ** 2 * 4 * atom_density / (M_si * speed ** 2)
                * np.log(screen / closest))


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


per_nm = RY_EV / BOHR_NM
show("electron density", density_nm3, "nm^-3", ".0f")
show("electrons in cell", electrons, "", "d")
show("cell side", side * BOHR_NM, "nm")
show("plane waves per orbital", len(waves), "", "d")
show("plane-wave cutoff", cutoff_ev, "eV", ".0f")
show("proton smearing length", smear_nm, "nm", ".3f")
show("proton energy", proton_kev, "keV", ".1f")
show("proton speed", speed * BOHR_NM / TIME_AS * 1000, "nm/fs", ".4f")
show("outward travel time", travel_as, "as", "d")
show("outward path, 2 as step", fine["turn"][1] * BOHR_NM, "nm")
for d in steps_as:
    r = runs[d]
    show(f"[{d} as] mean midpoint iterations", r["iterations"], "", ".1f")
    show(f"[{d} as] largest energy error outward",
         np.max(abs(r["error"])) * RY_EV * 1e3, "meV")
    show(f"[{d} as] energy error at turn", r["error"][-1] * RY_EV * 1e3, "meV")
    show(f"[{d} as] proton energy loss at turn", r["loss"] * RY_EV, "eV", ".5f")
    show(f"[{d} as] energy error after return", r["energy_return"] * RY_EV, "eV", ".1e")
    show(f"[{d} as] orbital error after return (norm)", r["state_error"], "", ".1e")
show("defect law at turn, 2 as", fine["law"][-1] * RY_EV * 1e3, "meV")
show("largest relative mismatch of defect law, 2 as", law_mismatch, "", ".2e")
show("energy-error ratio, 4 as over 2 as", energy_ratio, "", ".3f")
show("density-difference ratio, (8-4) over (4-2)", density_ratio, "", ".3f")
show("only proton reversed: electronic excitation left", left_over * RY_EV, "eV", ".3f")
show("frozen density, 4 as: energy error at turn",
     (frozen_out[-1] - frozen_out[0]) * RY_EV * 1e3, "meV", ".3f")
show("frozen density, 4 as: energy error after return",
     (frozen_return[-1] - frozen_out[0]) * RY_EV * 1e3, "meV", ".3f")
show("frozen density, 4 as: orbital error after return (norm)",
     frozen_state_error, "", ".2e")
show("mean loss per path in cell, 2 as",
     fine["loss"] / fine["turn"][1] * per_nm, "eV/nm", ".2f")
show("infinite gas, linear response, smeared proton", gas_smeared * per_nm, "eV/nm", ".2f")
show("infinite gas, linear response, point proton", gas_point * per_nm, "eV/nm", ".2f")
show("rough L-shell binding energy used", shell_ev, "eV", ".0f")
show("neglected L-shell loss, binary estimate", core_loss * per_nm, "eV/nm", ".2f")
show("neglected nuclear loss, estimate", nuclear_loss * per_nm, "eV/nm", ".2f")
show("artificial level gap of cell", gap * RY_EV, "eV", ".2f")
show("Fermi energy of infinite gas", kF ** 2 * RY_EV, "eV", ".2f")
show("thermal energy at 300 K", const.k * 300 / const.e, "eV")
print("done: every assertion held")
```

It prints:

```
electron density: 200 nm^-3
electrons in cell: 14
cell side: 0.4121 nm
plane waves per orbital: 365
plane-wave cutoff: 170 eV
proton smearing length: 0.030 nm
proton energy: 40.0 keV
proton speed: 2.7682 nm/fs
outward travel time: 96 as
outward path, 2 as step: 0.2657 nm
[8 as] mean midpoint iterations: 7.0
[8 as] largest energy error outward: 386.9781 meV
[8 as] energy error at turn: 386.9781 meV
[8 as] proton energy loss at turn: 21.39417 eV
[8 as] energy error after return: 0.0e+00 eV
[8 as] orbital error after return (norm): 3.5e-14
[4 as] mean midpoint iterations: 5.9
[4 as] largest energy error outward: 99.9146 meV
[4 as] energy error at turn: 99.9146 meV
[4 as] proton energy loss at turn: 21.94432 eV
[4 as] energy error after return: 0.0e+00 eV
[4 as] orbital error after return (norm): 7.2e-15
[2 as] mean midpoint iterations: 4.9
[2 as] largest energy error outward: 25.1846 meV
[2 as] energy error at turn: 25.1846 meV
[2 as] proton energy loss at turn: 22.08586 eV
[2 as] energy error after return: 0.0e+00 eV
[2 as] orbital error after return (norm): 1.1e-14
defect law at turn, 2 as: 25.2136 meV
largest relative mismatch of defect law, 2 as: 1.15e-03
energy-error ratio, 4 as over 2 as: 3.967
density-difference ratio, (8-4) over (4-2): 3.948
only proton reversed: electronic excitation left: 41.691 eV
frozen density, 4 as: energy error at turn: -455.734 meV
frozen density, 4 as: energy error after return: -1049.326 meV
frozen density, 4 as: orbital error after return (norm): 2.98e-02
mean loss per path in cell, 2 as: 83.12 eV/nm
infinite gas, linear response, smeared proton: 83.47 eV/nm
infinite gas, linear response, point proton: 115.90 eV/nm
rough L-shell binding energy used: 100 eV
neglected L-shell loss, binary estimate: 7.05 eV/nm
neglected nuclear loss, estimate: 0.49 eV/nm
artificial level gap of cell: 5.93 eV
Fermi energy of infinite gas: 12.47 eV
thermal energy at 300 K: 0.0259 eV
done: every assertion held
```
